# Gaussian-smoothed effective potential at an oxide barrier, tested against Airy subbands

## What fails without the smoothing

A classical device simulation puts the densest part of an inversion layer at the oxide interface, where the potential energy is lowest. The wave function nearly vanishes there. The classical centroid is therefore too shallow and the gate capacitance too large. Ferry's effective potential repairs this without solving a wave equation: the potential, band offset included, is averaged over a Gaussian, and the carriers remain classical in the averaged potential.

The repair has its own error. In the example below, at 1 MV/cm, smoothing with the free-particle thermal width gives a centroid of 1.44 nm, where the Airy subbands give 1.17 nm. An implementer needs to know that this is not a coding fault, and how it depends on field and width.

## Model and smoothing

Silicon fills $x>0$ and oxide $x<0$. The electron potential energy is

$$
V(x)=\begin{cases}Fx,&x>0\\ B+rFx,&x<0\end{cases}
\qquad r=\epsilon_{\rm Si}/\epsilon_{\rm ox},
$$

where $F>0$ is the slope in eV/nm (0.1 eV/nm corresponds to 1 MV/cm) and $B$ is the band offset. The factor $r$ expresses continuity of electric displacement without interface charge. The effective potential is

$$
V_a(x)=\int_{-\infty}^{\infty}V(x')\,G(x-x')\,dx',\qquad
G(x)=\frac{e^{-x^2/2a^2}}{\sqrt{2\pi}\,a}.
$$

**A ramp over all space.** Put $x'=x+au$, and let $\varphi(u)=e^{-u^2/2}/\sqrt{2\pi}$. For $V=V_0+Fx$,

$$
V_a=\int(V_0+Fx+Fau)\,\varphi(u)\,du=V_0+Fx .
$$

The term in $u$ vanishes by symmetry. A parabola $cx^2/2$ does change: the term $ca^2u^2/2$ averages to $ca^2/2$.

**The oxide barrier.** Let $t=x/a$ and let $\Phi$ be the integral of $\varphi$ from $-\infty$. Silicon corresponds to $u>-t$. Since $\int_{-t}^{\infty}u\varphi\,du=\varphi(t)$,

$$
\int_0^\infty x'G(x-x')\,dx'=x\Phi(t)+a\varphi(t).
$$

The integral over all $x'$ is $x$, so the oxide part is $x\Phi(-t)-a\varphi(t)$. Hence

$$
V_a=F[x\Phi(t)+a\varphi(t)]+B\Phi(-t)+rF[x\Phi(-t)-a\varphi(t)].
$$

A ramp that stops at the interface is thus not preserved. With zero potential in the oxide it rises at $x=0$ by $Fa/\sqrt{2\pi}$, which is 20.7 meV for $F=0.1$ eV/nm and $a=0.518$ nm. The invariance belongs to the unbounded ramp.

## Choosing the width

The partition function can be written as a sum over closed paths $x(\tau)$ of duration $\hbar/kT$. Separate the path mean $\bar x$:

$$
x(\tau)=\bar x+\sum_{n\ge1}(c_n\cos\omega_n\tau+s_n\sin\omega_n\tau),\qquad \omega_n=2\pi nkT/\hbar .
$$

The mean squares of the sine and cosine are $1/2$, so the kinetic weight is $\exp[-\sum_n m\omega_n^2(c_n^2+s_n^2)/4kT]$. Each coefficient has variance $2kT/m\omega_n^2$. As $\cos^2+\sin^2=1$, the free path fluctuates about its mean with variance

$$
a^2=\sum_{n\ge1}\frac{2kT}{m\omega_n^2}
=\frac{\hbar^2}{2\pi^2mkT}\cdot\frac{\pi^2}{6}=\frac{\hbar^2}{12\,mkT}.
$$

Replacing the average of the exponential of the potential by the exponential of its average gives the classical weight $e^{-V_a(\bar x)/kT}$. This is a first-order approximation. It is good when $V$ departs from a straight line by much less than $kT$ over the distance $a$. An oxide step does not meet this condition.

A harmonic oscillator shows that the factor 12 matters. With $q=\hbar\omega/kT$, smoothing adds $m\omega^2a^2/2$, so the partition function is $q^{-1}e^{-q^2/24}$. The quantum result is $1/[2\sinh(q/2)]=q^{-1}(1-q^2/24+\dots)$, which agrees through the first correction. At $q=0.4$ the relative error is $9\times10^{-6}$. The width of a minimum-uncertainty packet with momentum variance $mkT$, $a^2=\hbar^2/4mkT$, gives an error of $1.3\times10^{-2}$.

## Discretization and pseudocode

Let the grid have spacing $h$ and a node at the interface. The smoothing sum is a trapezoidal rule for $g(x')=V(x')G(x-x')$, which is discontinuous at $x'=0$. If the node carries the mean of the two side values, the sum equals one trapezoidal rule on each side. The leading error of each is $h^2/12$ times the difference of $g'$ between its ends, so together

$$
\text{error}\simeq\frac{h^2}{12}\,[g'(0^-)-g'(0^+)]
=\frac{h^2}{12}\,G(x)\left[\frac{Bx}{a^2}+(r-1)F\right].
$$

If the node carries the silicon value, zero, then $B/2$ is missing from one node and the error becomes first order, $-hBG(x)/2$. This is the effect of moving the step by $h/2$.

| Interface node | Largest error, $h=0.02$ nm | Largest error, $h=0.01$ nm |
|---|---:|---:|
| Mean of both sides | 0.096 meV | 0.024 meV |
| Silicon side | 23.9 meV | 11.9 meV |

These are differences from the closed formula at 1 MV/cm. They fall by factors of four and two, as derived.

```text
SMOOTH(V[0..N-1], h, a):
    M = ceil(8*a/h)
    g[k] = exp(-(k*h/a)^2/2),  k = -M..M
    divide g by its sum
    extend V by M nodes at each end, as straight lines
    for i = 0..N-1:
        Va[i] = sum over k of g[k]*V[i+k]
    return Va

CENTROID(V, x, h, a, kT):
    V at the interface node = mean of its two side values
    Va = SMOOTH(V, h, a)
    w = exp(-(Va - min Va for x >= 0)/kT),  for x >= 0
    return sum(x*w)/sum(w)
```

The input must contain the band offset as well as the electrostatic energy; without the offset there is no barrier to smooth.

**Cost.** Direct summation takes $N(2M+1)$ products. For $a=0.518$ nm and $h=0.01$ nm, $M=415$. A grid from $-8$ to 12 nm has 2001 nodes and needs about 1.7 million products.

**Stability.** The weights are positive and sum to one, so an error of at most $\varepsilon$ in the extended samples gives an error of at most $\varepsilon$ in $V_a$. The extension is the weak point: an error $\eta$ in the end slope grows with distance in the added samples. After weighting, it changes $V_a$ at the end node by about $\eta a/\sqrt{2\pi}$. The ends should lie where the potential is smooth and almost straight. For a pure ramp on this grid the largest change was $2\times10^{-15}$ eV, which is rounding. These statements concern one smoothing pass; they do not guarantee convergence of an outer Poisson iteration.

## Where the smoothed layer sits

In the derivative of $V_a$ the terms $\pm Ft\varphi$ cancel, as do those with $rF$:

$$
V_a'(x)=F\Phi(t)+rF\Phi(-t)-BG(x).
$$

When the minimum lies more than about $2a$ from the oxide, $\Phi(t)\approx1$ and $\Phi(-t)$ is small. Then $BG(x_m)\approx F$, or

$$
x_m\approx a\sqrt{2\ln\frac{B}{\sqrt{2\pi}\,Fa}} .
$$

This needs $B\gg Fa$.

For the centroid, write $x=x_m+u$. The barrier slope is $-BG(x_m+u)\approx-F\exp(-x_mu/a^2-u^2/2a^2)$. Drop the quadratic term and define $l=a^2/x_m$. Integrating the slope gives

$$
V_a\approx F(x_m+u+l\,e^{-u/l}).
$$

Let $s=Fl/kT$ and $y=s\,e^{-u/l}$. Then $u=l(\ln s-\ln y)$, $|du|=l\,dy/y$ and $e^{-Fu/kT}=(y/s)^s$. The Boltzmann weight becomes proportional to $y^{s-1}e^{-y}dy$. With the upper limit of $y$ extended to infinity this is a gamma distribution, whose mean of $\ln y$ is the digamma function $\psi(s)$. Therefore

$$
\langle x\rangle_a\approx x_m+l[\ln s-\psi(s)].
$$

At low field $\psi(s)\approx-1/s$, and the bracket supplies the classical length $l/s=kT/F$. The estimate should not be used for the small offset beyond this length in the limit $F\to0$: with the quadratic term dropped, that offset grows slowly without bound, whereas the true one tends to a constant, computed below.

## The Airy reference

For a hard wall at $x=0$, the Schrödinger equation in the ramp has solutions $\mathrm{Ai}(x/L+a_n)$ with $L=(\hbar^2/2mF)^{1/3}$, where $a_n<0$ are the zeros of Ai. Hence

$$
E_n=|a_n|\,FL=|a_n|\left(\frac{\hbar^2F^2}{2m}\right)^{1/3}.
$$

The moments follow from the density $\rho=\psi_n^2$. Let $\psi_n''=Q\psi_n$ with $Q=2m(Fx-E_n)/\hbar^2$. Three differentiations give $\rho'''=4Q\rho'+2Q'\rho$. Multiply by $f(x)=x$ or $x^2$ and integrate by parts. The boundary terms vanish because $f$, $\rho$ and $\rho'$ are zero at the wall, and $f'''=0$. What remains is

$$
F\langle f\rangle+2\langle(Fx-E_n)f'\rangle=0 .
$$

The choice $f=x$ gives $\langle x\rangle_n=2E_n/3F$. The choice $f=x^2$ gives $5F\langle x^2\rangle_n=4E_n\langle x\rangle_n$, so $\langle x^2\rangle_n=8E_n^2/15F^2$. For one valley pair with Boltzmann occupation, these moments are averaged with weights $e^{-E_n/kT}$.

## Worked example at 1 MV/cm

Take a (100) silicon layer at 300 K, with $kT=25.85$ meV, $m=0.916\,m_0$ normal to the interface, $B=3.1$ eV and $r=11.7/3.9=3$. The thermal wavelength $\lambda=\sqrt{2\pi\hbar^2/mkT}$ is 4.496 nm, so

$$
a=\frac{\lambda}{\sqrt{24\pi}}=\frac{4.496}{8.683}=0.518\ \text{nm}.
$$

The logarithm's argument is $3.1/(2.507\times0.1\times0.518)=23.9$. This gives $x_m\approx0.518\sqrt{2\times3.17}=1.30$ nm, which agrees with numerical minimization. Next, $l=0.518^2/1.30=0.206$ nm and $s=0.1\times0.206/0.02585\approx0.80$. The digamma estimate is 1.46 nm; summing the Boltzmann weight in the full $V_a$ gives 1.44 nm.

The lowest Airy level is 0.1745 eV, with centroid $2\times0.1745/(3\times0.1)=1.16$ nm. The next level lies 0.131 eV higher, about five $kT$, and the thermal average is 1.17 nm. Divided by $r$, the centroids are equivalent to 0.48 nm of oxide for the smoothed layer and 0.39 nm for the Airy layer.

## Dependence on field

The matched width in the table makes the smoothed centroid equal to the Airy value, and was found by root search. The last column holds $a$ at 0.389 nm, the match at 1 MV/cm. Temperature, mass and $B$ are fixed.

| Field (MV/cm) | Airy (nm) | Thermal $a$ (nm) | Excess | Matched $a$ (nm) | Fixed $a$ (nm) |
|---:|---:|---:|---:|---:|---:|
| 0.1 | 3.68 | 3.90 | 6% | 0.431 | 3.57 |
| 0.3 | 1.91 | 2.14 | 12% | 0.420 | 1.83 |
| 1.0 | 1.17 | 1.44 | 23% | 0.389 | 1.17 |
| 2.0 | 0.92 | 1.21 | 31% | 0.362 | 0.97 |

The excess in length changes little, from 0.22 to 0.28 nm, while the layer becomes four times thinner. That is why the relative error grows. At these four fields, one calibrated width stays within about 6% of the Airy centroid.

The Airy reference has a hard wall, whereas the smoothed potential has the 3.1 eV barrier. Against quantum states that penetrate this barrier, with an oxide mass of $0.5\,m_0$, the thermal width does worse: at 1 MV/cm the excess is 33% instead of 23%, and the matched width is 0.348 nm instead of 0.389 nm.

**Zero-field limit.** The low-field error can be traced to the wall alone. In a wide box of length $W$ the levels give

$$
\sum_{n\ge1}e^{-\pi\lambda^2n^2/4W^2}\simeq\frac12\left(\frac{2W}{\lambda}-1\right)=\frac{W}{\lambda}-\frac12 .
$$

The classical value is $W/\lambda$, so each hard wall removes a length $\lambda/4=1.12$ nm. The smoothed step removes

$$
a\int_0^\infty\left[1-e^{-B\Phi(-t)/kT}\right]dt=1.33\ \text{nm}
$$

by quadrature. At low field the classical length, written $L=kT/F$ in this paragraph and not to be confused with the Airy length, far exceeds the removed length $d$. The integral of the density is then proportional to $L-d$ and its first moment to $L^2$, apart from terms of order $d^2$, so the centroid is $L^2/(L-d)\approx L+d$. Equal removed lengths therefore give equal centroids. The length removed by the smoothed step is proportional to $a$, so the zero-field match is $0.518\times1.124/1.331=0.437$ nm. The tabulated widths fall away from this value as the field rises.

## Failure modes

**A matched centroid is not a matched profile.** At 1 MV/cm the rms width is 0.53 nm for the Airy states, while the smoothed weight has 0.31 nm with thermal $a$ and 0.29 nm with matched $a$. One reason is that $e^{-V_a/kT}$ describes path means, and positions scatter about the mean. This scatter averages to zero in the centroid but not in the width. For free paths it adds the thermal $a^2$ to the variance, which would give 0.60 nm with thermal $a$; this is now too wide, because paths near a wall are not free. Quantities that depend on the density profile need a separate check.

**The hard-wall limit is wrong.** As $B$ grows, $x_m$ grows without bound, though slowly. The quantum state instead approaches the Airy state. In the oxide it decays as $e^{\kappa x}$, and continuity of $\psi'/m$ gives, on the silicon side,

$$
\frac{\psi}{\psi'}=\delta=\frac{m_{\rm ox}}{m\kappa},\qquad
\kappa=\frac{\sqrt{2m_{\rm ox}(B-E_0)}}{\hbar}.
$$

The wall is in effect moved by $\delta$ into the oxide. With $m_{\rm ox}=0.5\,m_0$, $\delta=0.088$ nm, which predicts a ground-state centroid of 1.075 nm; a finite-difference solution gives the same value. With $B$ ten times larger the quantum centroid rises to 1.14 nm, towards 1.16 nm, while the smoothed one rises from 1.44 to 1.86 nm. A fitted $a$ therefore belongs to its barrier height as well as to its field.

**A nearby gate enters the average.** For a 2 nm oxide, changing the potential energy by $B$ everywhere beyond the oxide changes $V_a$ at the interface by $B\Phi(-2/0.518)=0.17$ meV. At a thickness of $2a$ it would be about 70 meV. The carriers avoid the interface, however, so the layer feels much less. With a flat gate potential lower by $B$ than the oxide at their boundary, the centroid falls by only 0.0003 nm at a thickness of $2a$ and by 0.013 nm at a thickness of $a$.

## Relation to a real transistor

The masses, permittivities and offset are rough typical values for silicon and its oxide. A field of 1 MV/cm and acceptor doping of $10^{18}$ cm$^{-3}$ lie in the regime of scaled transistors. Adding the second valley ladder raises the Airy centroid from 1.17 to 1.20 nm, and Fermi occupation at $5.9\times10^{12}$ electrons/cm$^2$ raises it to 1.24 nm. Of the assumptions tested here, the uniform field matters most. A finite-difference Schrödinger–Poisson solution with both ladders, Fermi occupation, a hard wall and $3.5\times10^{12}$ cm$^{-2}$ depletion charge gives 1.40 nm. Its density-averaged field is 0.98 MV/cm, but the field at the surface is 1.46 MV/cm and falls through the layer. The closeness of 1.40 to 1.44 nm does not validate the thermal width, because the smoothed value belongs to a uniform field and one valley pair. A fairer test smooths the converged self-consistent potential, held fixed. With Boltzmann weights, both valley groups and the thermal width belonging to each mass, this gives about 1.62 nm. The quantum states of the same potential give 1.32 nm with Boltzmann weights and 1.40 nm with Fermi occupation, so the smoothed layer is again too deep. Letting the potential relax with the smoothed density lowers its centroid only to 1.58 nm. The Schrödinger–Poisson reference also omits exchange and correlation, image forces, nonparabolicity, roughness and oxide penetration.

The total charge puts 4.4 MV/cm across the oxide, below a rough breakdown field of 10 MV/cm. For leakage, a WKB estimate for the lowest subband and 2 nm of oxide in the 1 MV/cm model gives a transmission of $6.4\times10^{-11}$ per 27 fs round trip. The inversion charge is $9.5\times10^{-7}$ C/cm$^2$, so the current density is

$$
9.5\times10^{-7}\times\frac{6.4\times10^{-11}}{2.7\times10^{-14}}
\approx2\times10^{-3}\ \text{A/cm}^2 .
$$

This is only a rough estimate. The WKB prefactor was set to one, and the exponent is sensitive to the oxide mass: with $0.4\,m_0$ instead of $0.5\,m_0$ the current density is about twelve times larger. The model's oxide field is 3 MV/cm; using the 4.4 MV/cm found from the total charge would nearly double the current density. The corresponding escape time, about 0.4 ms, is very long compared with the round trip, so treating the subbands as bound is justified here.
